**Counting and computing the cubic blocks of a t-matrix up to l = 4**

For a real local potential of $O_h$ symmetry, the t-matrix $t_{LL'}$ with $l,l'\le4$ has 19 independent complex elements from symmetry alone and 15 once it is also symmetric in the real harmonics $Y_L$. The program obtains these counts from characters and asserts that they equal the dimension of the null space of the commutation conditions; it does the same, with group averages of characters, for $O$ and $T_d$. It then integrates the t-matrix of a model cubic well with 81 coupled channels, without using symmetry. It asserts that the seven blocks, repeated over partners, rebuild the $25\times25$ matrix, and that they agree with separate R-matrix solutions; the largest difference is $1.8\times10^{-11}$ hartree bohr³. Further assertions cover the ratio $t_{00,44}/t_{00,40}=\sqrt{5/7}$, the first-order s–g element in the weak-potential limit, and the pattern of nonzero entries, 65 of 625. Unitarity is asserted for the full set of channels and for a potential projected on $l\le4$, while the cut-out $l\le4$ part violates it by $3.7\times10^{-4}$ hartree bohr³. An added $xyz$ term, which lowers the symmetry to $T_d$, is shown to open s–f and p–d coupling.

## Program and output

```python
"""Block structure of the single-site t-matrix for a potential of O_h symmetry.

Result under test: for l <= 4 the t-matrix splits into blocks
  A1g (s,g)  T1u (p,f)  Eg (d,g)  T2g (d,g)  A2u (f)  T2u (f)  T1g (g),
equal for all partners of an irrep, with 19 independent elements from symmetry
alone and 15 when t is also symmetric (real potential, real harmonics).
Symbols: H = -nabla^2/2 + V, k = sqrt(2E), t = <j Y|T|j Y'>, S = 1 - 4 i k t,
h = j + i y outgoing spherical Hankel function, L = (l, m) at index l*l + l + m,
m > 0 cosine and m < 0 sine harmonics. Hartree atomic units.
"""
from itertools import permutations, product
from math import factorial, pi, sqrt
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.special import lpmv, spherical_jn, spherical_yn

RADIUS, V0, A_CUB, B_CUB, ENERGY = 2.0, 1.0, 4.0, 10.0, 2.0
K = sqrt(2 * ENERGY)
LTOP = 10                                   # largest l used anywhere
L_OF = np.repeat(np.arange(LTOP + 1), 2 * np.arange(LTOP + 1) + 1)
NAMES = "spdfg"


def idx(l, m):
    return l * l + l + m


def harmonics(n):
    """Real spherical harmonics up to LTOP at unit vectors n (3, N)."""
    phi = np.arctan2(n[1], n[0])
    out = np.empty(((LTOP + 1) ** 2, n.shape[1]))
    for l in range(LTOP + 1):
        for m in range(l + 1):
            norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - m) / factorial(l + m))
            p = (-1) ** m * norm * lpmv(m, l, n[2])
            if m == 0:
                out[idx(l, 0)] = p
            else:
                out[idx(l, m)] = sqrt(2) * p * np.cos(m * phi)
                out[idx(l, -m)] = sqrt(2) * p * np.sin(m * phi)
    return out


# angular quadrature, exact for all products needed
zg, wz = leggauss(16)
ph = 2 * pi * (np.arange(32) + 0.5) / 32
Z, PH = np.meshgrid(zg, ph, indexing="ij")
SIN = np.sqrt(1 - Z ** 2)
dirs = np.array([SIN * np.cos(PH), SIN * np.sin(PH), Z]).reshape(3, -1)
wts = np.repeat(wz, 32) * 2 * pi / 32
Y = harmonics(dirs)
assert np.allclose((Y * wts) @ Y.T, np.eye(len(Y)), atol=1e-11)


def rotation_on_harmonics(R):
    return (Y * wts) @ harmonics(R.T @ dirs).T


# the 48 operations and explicit irrep matrices
group = []
for perm in permutations(range(3)):
    for signs in product((1, -1), repeat=3):
        R = np.zeros((3, 3))
        for j in range(3):
            R[perm[j], j] = signs[j]
        group.append(R)
DET = np.array([round(np.linalg.det(R)) for R in group])
PERM = np.array([round(np.linalg.det(abs(R))) for R in group])
Q = np.array([[-1, -1, 2], [sqrt(3), -sqrt(3), 0]]).T / sqrt(6)
irreps = {}
for parity in "gu":
    f = DET if parity == "u" else np.ones(48)
    irreps["A1" + parity] = np.array([[[f[i]]] for i in range(48)])
    irreps["A2" + parity] = np.array([[[f[i] * PERM[i]]] for i in range(48)])
    irreps["E" + parity] = np.array([f[i] * Q.T @ abs(group[i]) @ Q for i in range(48)])
    irreps["T1" + parity] = np.array([f[i] * DET[i] * group[i] for i in range(48)])
    irreps["T2" + parity] = np.array(
        [f[i] * PERM[i] * DET[i] * group[i] for i in range(48)])
DG = np.array([rotation_on_harmonics(R) for R in group])


def chi(l, R):
    """Character of the l-shell from the rotation angle and the parity."""
    d = round(np.linalg.det(R))
    angle = np.arccos(np.clip((d * np.trace(R) - 1) / 2, -1, 1))
    return d ** l * (1 + 2 * sum(np.cos(m * angle) for m in range(1, l + 1)))


# multiplicities from characters; symmetry-adapted functions from projectors
mult = {}
rep_row = {}                                # functions of the last row, per l
for name, mats in irreps.items():
    dim = mats.shape[1]
    proj = dim / 48 * np.tensordot(mats[:, -1, -1], DG, axes=1)
    rep_row[name] = {}
    for l in range(LTOP + 1):
        s = slice(l * l, (l + 1) ** 2)
        m_char = sum(np.trace(mats[i]) * chi(l, group[i]) for i in range(48)) / 48
        ev, vec = np.linalg.eigh(proj[s, s])
        good = vec[:, ev > 0.5]
        assert abs(m_char - good.shape[1]) < 1e-9
        mult[name, l] = good.shape[1]
        full = np.zeros((len(Y), good.shape[1]))
        full[s] = good
        for c in range(good.shape[1]):
            full[:, c] *= np.sign(full[np.argmax(abs(full[:, c])), c])
        rep_row[name][l] = full

total = {g: sum(mult[g, l] for l in range(5)) for g in irreps}
present = [g for g in irreps if total[g]]
assert sum(total[g] * irreps[g].shape[1] for g in present) == 25
n_all = sum(total[g] ** 2 for g in present)
n_sym = sum(total[g] * (total[g] + 1) // 2 for g in present)

# independent count: null space of the commutation conditions on 25 x 25 matrices
C4 = np.array([[0., -1, 0], [1, 0, 0], [0, 0, 1]])
C3 = np.array([[0., 0, 1], [1, 0, 0], [0, 1, 0]])
I25 = np.eye(25)
swap = np.eye(625).reshape(25, 25, 625).transpose(1, 0, 2).reshape(625, 625)


def count_free(generators, symmetric):
    gram = np.zeros((625, 625))
    for R in generators:
        D = rotation_on_harmonics(R)[:25, :25]
        M = np.kron(I25, D.T) - np.kron(D, I25)
        gram += M.T @ M
    if symmetric:
        M = np.eye(625) - swap
        gram += M.T @ M
    return int(np.sum(np.linalg.eigvalsh(gram) < 1e-8))


subgroups = {"O_h": ([C4, C3, -np.eye(3)], np.ones(48, bool)),
             "O": ([C4, C3], DET == 1), "T_d": ([-C4, C3], DET == PERM)}
counts = {}
for name, (gens, member) in subgroups.items():
    ops = [group[i] for i in np.flatnonzero(member)]
    x1 = np.array([sum(chi(l, R) for l in range(5)) for R in ops])
    x2 = np.array([sum(chi(l, R @ R) for l in range(5)) for R in ops])
    counts[name] = (count_free(gens, False), count_free(gens, True))
    assert abs(np.mean(x1 ** 2) - counts[name][0]) < 1e-8
    assert abs(np.mean(x1 ** 2 + x2) / 2 - counts[name][1]) < 1e-8
assert counts["O_h"] == (n_all, n_sym) == (19, 15)

# potential: list of (strength, radial power, angular matrix)
x, y, z = dirs
ang4 = (Y * wts * (x ** 4 + y ** 4 + z ** 4 - 0.6)) @ Y.T
ang6 = (Y * wts * (x * y * z) ** 2) @ Y.T
ang3 = (Y * wts * x * y * z) @ Y.T
cubic = [(-V0, 0, np.eye(len(Y))), (-A_CUB, 4, ang4), (B_CUB, 6, ang6)]


def full_t(lmax, terms, steps=400):
    """All channels together, no symmetry used: grow the potential outward."""
    size = (lmax + 1) ** 2
    ls = L_OF[:size]
    orders = np.arange(lmax + 1)

    def rate(r, t):
        j = spherical_jn(orders, K * r)[ls]
        h = j + 1j * spherical_yn(orders, K * r)[ls]
        V = sum(c * (r / RADIUS) ** p * W[:size, :size] for c, p, W in terms)
        left = np.diag(j) - 2j * K * t * h[None, :]
        right = np.diag(j) - 2j * K * h[:, None] * t
        return r * r * (left @ V @ right)

    r = 1e-4
    dr = (RADIUS - r) / steps
    t = np.zeros((size, size), complex)
    for _ in range(steps):
        a = rate(r, t)
        b = rate(r + dr / 2, t + dr / 2 * a)
        c = rate(r + dr / 2, t + dr / 2 * b)
        d = rate(r + dr, t + dr * c)
        t = t + dr / 6 * (a + 2 * b + 2 * c + d)
        r += dr
    return t


def block_t(name, lmax, nb=20):
    """One symmetry block alone, by a polynomial basis and R-matrix matching."""
    F = np.hstack([rep_row[name][l] for l in range(lmax + 1)])
    ls = np.concatenate([[l] * mult[name, l] for l in range(lmax + 1)]).astype(int)
    q, w = leggauss(40)
    s, w = (q + 1) / 2, w / 2
    P = np.array([Legendre.basis(n)(q) for n in range(nb)])
    dP = np.array([Legendre.basis(n).deriv()(q) for n in range(nb)])
    B, dB = s * P, P + 2 * s * dP
    one = np.eye(len(ls))
    H = np.kron(one, (dB * w) @ dB.T / (2 * RADIUS) - ENERGY * RADIUS * (B * w) @ B.T)
    H += np.kron(np.diag(ls * (ls + 1) / 2), (B * w / s ** 2) @ B.T / RADIUS)
    for c, p, W in cubic:
        H += np.kron(F.T @ W @ F, c * RADIUS * (B * w * s ** p) @ B.T)
    edge = np.kron(one, np.ones((nb, 1)))
    Rm = 0.5 * edge.T @ np.linalg.solve(H, edge)
    kr = K * RADIUS
    j, dj = spherical_jn(ls, kr), spherical_jn(ls, kr, derivative=True)
    h = j + 1j * spherical_yn(ls, kr)
    dh = dj + 1j * spherical_yn(ls, kr, derivative=True)
    reg, dreg = RADIUS * j, j + kr * dj
    out, dout = RADIUS * h, h + kr * dh
    t = np.linalg.solve(2j * K * (np.diag(out) - Rm * dout), np.diag(reg) - Rm * dreg)
    return t[:total[name], :total[name]]


t81 = full_t(8, cubic)
t25 = t81[:25, :25]
assert np.max(abs(t81 - t81.T)) < 1e-9

# blocks read from one row must rebuild the whole matrix through the partners
values, labels, partner_text = [], [], []
rebuilt = np.zeros((25, 25), complex)
road_diff = cut_change = 0.0
for g in present:
    mats = irreps[g]
    dim = mats.shape[1]
    lch = [l for l in range(5) if mult[g, l]]
    F = np.hstack([rep_row[g][l] for l in lch])
    tau = F[:25].T @ t25 @ F[:25]
    for i in range(dim):
        G = dim / 48 * np.tensordot(mats[:, i, -1], DG, axes=1) @ F
        assert np.allclose(G.T @ G, np.eye(len(lch)), atol=1e-9)
        rebuilt += G[:25] @ tau @ G[:25].T
        for c, l in enumerate(lch):
            if l >= 3:
                terms = [f"{G[idx(l, m), c]:+.4f} Y({l},{m})" for m in range(-l, l + 1)
                         if abs(G[idx(l, m), c]) > 1e-9]
                partner_text.append(f"{g} row {i + 1}: " + " ".join(terms))
    alone = block_t(g, 8)
    road_diff = max(road_diff, np.max(abs(alone - tau)))
    cut_change = max(cut_change, np.max(abs(block_t(g, 10) - alone)))
    for a in range(len(lch)):
        for b in range(a, len(lch)):
            values.append(tau[a, b])
            labels.append(f"{g} {NAMES[lch[a]]}-{NAMES[lch[b]]}")
values = np.array(values)
assert np.max(abs(rebuilt - t25)) < 1e-9
assert road_diff < 1e-7
assert cut_change < 1e-2
gaps = abs(values[:, None] - values[None, :]) + np.eye(len(values))
assert len(values) == 15 and gaps.min() > 1e-5 and abs(values).min() > 1e-5

# nonzero pattern in the ordinary real basis against a group-averaged random matrix
rnd = np.random.default_rng(1).normal(size=(25, 25))
rnd = rnd + rnd.T
D25 = DG[:, :25, :25]
average = np.mean(D25 @ rnd @ D25.transpose(0, 2, 1), axis=0)
pattern = abs(t25) > 1e-8
assert np.array_equal(pattern, abs(average) > 1e-9)
ratio = t25[0, idx(4, 4)] / t25[0, idx(4, 0)]
assert abs(ratio - sqrt(5 / 7)) < 1e-7


# unitarity with all channels, for the cut-out part, and for a projected potential
def defect(t):
    return np.max(abs(t - t.conj().T + 4j * K * t.conj().T @ t))


t_proj = full_t(4, cubic)
assert defect(t81) < 1e-7 and defect(t_proj) < 1e-7 and defect(t25) > 1e-6

# first-order s-g element from the l=4 cubic part of the potential
g_a1 = rep_row["A1g"][4][:25, 0]
angular = 4 / (5 * sqrt(21))
q, w = leggauss(40)
r, w = RADIUS * (q + 1) / 2, RADIUS * w / 2
shape = -A_CUB * (r / RADIUS) ** 4 - B_CUB / 22 * (r / RADIUS) ** 6
born = angular * np.sum(w * r ** 2 * spherical_jn(0, K * r) * spherical_jn(4, K * r) * shape)
weak = 1e-4
t_weak = full_t(4, [(weak * c, p, W) for c, p, W in cubic])
born_numeric = (t_weak[0] @ g_a1) / weak
assert abs(born_numeric - born) < 5e-3 * abs(born)

# an xyz term lowers O_h to T_d and mixes parities
C_TD = 1.0
t_td = full_t(4, cubic + [(C_TD, 3, ang3)])
sf, pd = (0, idx(3, -2)), (idx(1, 0), idx(2, -2))
assert abs(t25[sf]) < 1e-10 and abs(t25[pd]) < 1e-10
assert abs(t_td[sf]) > 1e-5 and abs(t_td[pd]) > 1e-5

print(f"R = {RADIUS} bohr, E = {ENERGY} hartree, k = {K:.4f} 1/bohr")
print(f"v0, a, b = {V0}, {A_CUB}, {B_CUB} hartree")
for l in range(5):
    print(f"l={l}: " + " + ".join(g for g in present if mult[g, l]))
for name, (n1, n2) in counts.items():
    print(f"{name}: free elements {n1}, with t symmetric {n2}")
print("cubic harmonics for l = 3, 4 (coefficients):")
for line in partner_text:
    print(line)
print("t elements, hartree bohr^3 (internal l <= 8):")
for lab, v in zip(labels, values):
    print(f"{lab}: {v.real:+.6f} {v.imag:+.6f} i")
print(f"nonzero entries of the 25x25 matrix: {pattern.sum()} of {pattern.size}")
print(f"t(00,44)/t(00,40) = {ratio.real:.6f}")
print(f"largest difference, full vs separate blocks: {road_diff:.1e} hartree bohr^3")
print(f"largest change, internal l 8 -> 10: {cut_change:.1e} hartree bohr^3")
print(f"unitarity defect, all l <= 8: {defect(t81):.1e} hartree bohr^3")
print(f"unitarity defect, cut-out l <= 4: {defect(t25):.1e} hartree bohr^3")
print(f"unitarity defect, V projected on l <= 4: {defect(t_proj):.1e} hartree bohr^3")
print(f"s-g angular factor 4/(5 sqrt 21) = {angular:.6f}")
print(f"s-g element at first order: {born:+.6f} hartree bohr^3")
print(f"T_d term c = {C_TD} hartree: |t| s-f {abs(t_td[sf]):.6f}, "
      f"p-d {abs(t_td[pd]):.6f} hartree bohr^3")
print("all tests passed")
```

Running it gives:

```
R = 2.0 bohr, E = 2.0 hartree, k = 2.0000 1/bohr
v0, a, b = 1.0, 4.0, 10.0 hartree
l=0: A1g
l=1: T1u
l=2: Eg + T2g
l=3: A2u + T1u + T2u
l=4: A1g + Eg + T1g + T2g
O_h: free elements 19, with t symmetric 15
O: free elements 27, with t symmetric 19
T_d: free elements 33, with t symmetric 22
cubic harmonics for l = 3, 4 (coefficients):
A1g row 1: +0.7638 Y(4,0) +0.6455 Y(4,4)
Eg row 1: -0.6455 Y(4,0) +0.7638 Y(4,4)
Eg row 2: +1.0000 Y(4,2)
T1g row 1: -0.3536 Y(4,-3) -0.9354 Y(4,-1)
T1g row 2: +0.9354 Y(4,1) -0.3536 Y(4,3)
T1g row 3: +1.0000 Y(4,-4)
T2g row 1: +0.9354 Y(4,-3) -0.3536 Y(4,-1)
T2g row 2: -0.3536 Y(4,1) -0.9354 Y(4,3)
T2g row 3: +1.0000 Y(4,-2)
A2u row 1: +1.0000 Y(3,-2)
T1u row 1: -0.6124 Y(3,1) +0.7906 Y(3,3)
T1u row 2: -0.7906 Y(3,-3) -0.6124 Y(3,-1)
T1u row 3: +1.0000 Y(3,0)
T2u row 1: -0.7906 Y(3,1) -0.6124 Y(3,3)
T2u row 2: -0.6124 Y(3,-3) +0.7906 Y(3,-1)
T2u row 3: +1.0000 Y(3,2)
t elements, hartree bohr^3 (internal l <= 8):
A1g s-s: -0.115049 -0.165326 i
A1g s-g: +0.013389 +0.024152 i
A1g g-g: -0.026754 -0.006065 i
Eg d-d: -0.110237 -0.181931 i
Eg d-g: +0.006818 +0.013531 i
Eg g-g: -0.019813 -0.002514 i
T1g g-g: -0.023644 -0.002259 i
T2g d-d: -0.124563 -0.121959 i
T2g d-g: +0.006705 +0.007211 i
T2g g-g: -0.012060 -0.000974 i
A2u f-f: -0.052472 -0.011547 i
T1u p-p: -0.124800 -0.123983 i
T1u p-f: -0.001495 -0.006827 i
T1u f-f: -0.113580 -0.073718 i
T2u f-f: -0.093204 -0.041779 i
nonzero entries of the 25x25 matrix: 65 of 625
t(00,44)/t(00,40) = 0.845154
largest difference, full vs separate blocks: 1.8e-11 hartree bohr^3
largest change, internal l 8 -> 10: 2.1e-06 hartree bohr^3
unitarity defect, all l <= 8: 3.2e-11 hartree bohr^3
unitarity defect, cut-out l <= 4: 3.7e-04 hartree bohr^3
unitarity defect, V projected on l <= 4: 2.8e-11 hartree bohr^3
s-g angular factor 4/(5 sqrt 21) = 0.174574
s-g element at first order: +0.009372 hartree bohr^3
T_d term c = 1.0 hartree: |t| s-f 0.005848, p-d 0.001911 hartree bohr^3
all tests passed
```
